# Wilson's numerical renormalization group for the Kondo model, part 2

A spin $\tfrac12$ is coupled antiferromagnetically to a flat, half-filled band and treated by the numerical renormalization group (NRG):
$$H=\sum_{k\sigma}\epsilon_k c^\dagger_{k\sigma}c_{k\sigma}+J\,\mathbf S\cdot\mathbf s_0,\qquad \mathbf s_0=\tfrac12 f_0^\dagger\boldsymbol\sigma f_0 ,$$
where $f_0$ is the band orbital at the impurity, the density of states per spin is $\rho=1/2D$ on $[-D,D]$, and $g=\rho J$. Units are $k_B=g\mu_B=1$. Impurity quantities are totals minus the values for the band alone. At $T\to0$ the impurity entropy is $\gamma T$, the spin and charge susceptibilities are $\chi_s$ and $\chi_c$, $T_K=1/(4\chi_s)$, and $R$ is the Wilson ratio.

The band is replaced by one state per spin in each interval $\pm[\Lambda^{-m-1},\Lambda^{-m}]D$, $m\ge0$, at energy $\pm\xi_m$ with weight $\gamma_m^2$ in $f_0$:
$$\gamma_m^2=\tfrac12(1-\Lambda^{-1})\Lambda^{-m},\qquad \xi_m=\tfrac12D(1+\Lambda^{-1})\Lambda^{-m}.$$
With $u_m=\ln(y/\xi_m)$, the impurity sees it through
$$g_{00}(iy)=-i\sum_m\frac{2\gamma_m^2}{\xi_m}\frac{y\xi_m}{y^2+\xi_m^2}=-\frac{2i}{D}\frac{1-\Lambda^{-1}}{1+\Lambda^{-1}}\sum_m\frac1{2\cosh u_m}.$$
For $y\ll D$, extending the sum to all integers gives
$$g_{00}(iy)\simeq-i\pi\rho/A_\Lambda,\qquad A_\Lambda=\tfrac12\ln\Lambda\,\frac{1+\Lambda^{-1}}{1-\Lambda^{-1}} ,$$
apart from a ripple of relative amplitude $4e^{-\pi^2/\ln\Lambda}$. The coupling used is $J=A_\Lambda g/\rho$.

The one-particle matrix $h$ becomes a chain with hoppings $t_n$ (for $\Lambda\to1$, the naive chain of an even grid). Shell $N$ holds the impurity and sites $0,\dots,N$, with energies in units of $\omega_N=\tfrac12D(1+\Lambda^{-1})\Lambda^{-(N-1)/2}$ and $Q$ the electron number minus $N+1$. States above $E_{\rm cut}$ are dropped; they would enter the next shell at $\sqrt\Lambda E_{\rm cut}$ or higher. At strong coupling site 0 is locked into a singlet and a free chain of $N$ sites remains, with lowest level $0.8000\,\omega_N$ for even $N$.

Thermal sums at $T_N=\omega_N/\bar\beta$ are $S=\bar\beta\langle E\rangle+\ln Z$, $T\chi_s=\langle S_z^2\rangle$ and $T\chi_c=\langle Q^2\rangle/4$, less the free values for $N+1$ sites; the difference contains an even–odd term alternating with $N$. Curves listed against $T/T_K$ are smoothed with weights $\tfrac14,\tfrac12,\tfrac14$ on shells $N-1,N,N+1$.

At weak coupling $1/g(l)=1/g-l$, with $l$ the logarithm of the factor by which the band has shrunk; $g_{\rm eff}$ is the coupling read from the singlet–triplet gap.

## Approach to strong coupling

For even $N$ the fixed point is nondegenerate. A chain of $N+2$ sites has the same parity, which suggests describing the deviations by
$$H_{\rm eff}=H_{\rm chain}+\tilde V\sum_\sigma(d^\dagger_\sigma f_{0\sigma}+\text{h.c.})+\tilde U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12),\qquad n_\sigma=d_\sigma^\dagger d_\sigma .$$
Particle–hole symmetry forbids a level term for $d$. That two parameters suffice at leading order is assumed here and tested below.

For $\tilde U=0$, eliminating the chain gives $G_d=1/(E-\tilde V^2g_{00}(E))$. Levels solve $E=\tilde V^2g_{00}(E)$, and since $g_{00}'<0$ the residue, the weight on $d$, is $w=1/(1+\tilde V^2|g_{00}'|)$. Zeros $E^*$ of $g_{00}$ are the levels of the chain without site 0. Linearizing, $E=\tilde V^2|g'_{00}|(E^*-E)$, so $E=(1-w)E^*$. At fixed $E/\omega_N$, $g_{00}$ is of order $\rho$ and repeats under $N\to N+2$, so $g_{00}'\propto1/\omega_N$ and $w\propto\omega_N$ for $w\ll1$.

In the ground state $\langle n_\sigma-\tfrac12\rangle=0$. An electron in the lowest level raises it to $w$, a hole lowers it to $-w$. To first order the interaction energy is the product of the two spin factors. In units of $\omega_N$, with $E_p$ the lowest state at $Q=1$, $E_{pp}$ at $Q=2$ (up and down electron) and $E_{S1}$ at $Q=0$, $S_z=1$ (up electron, down hole),
$$E_{pp}-2E_p=+\tilde Uw^2/\omega_N,\qquad E_{S1}-2E_p=-\tilde Uw^2/\omega_N .$$
Both deviations, $wE^*$ and $\tilde Uw^2/\omega_N$, scale as $\omega_N$. Higher orders in $\tilde U$ need care. Intermediate states at energies of order $\tilde\Delta$ (defined below) multiply the level shift and the pair energy by factors that depend on $\tilde U/\tilde\Delta$ but not on $N$, so they also contribute at order $\omega_N$. $\tilde V$ and $\tilde U$ are therefore defined as the values that reproduce the measured shifts at first order, and $H_{\rm eff}$ is used at first order only, never solved as a model. What remains comes from intermediate states at energies of order $\omega_N$: a matrix element $\tilde Uw^2$ squared over $\omega_N$, which in units of $\omega_N$ is $(\tilde Uw^2/\omega_N)^2\propto\omega_N^2$. In this sense first order fixes the $T\to0$ coefficients even though $\tilde U$ is not small against $\tilde\Delta$. Differences between shells $N$ and $N+6$ remove any offset of the truncated fixed point.

For the thermodynamics set $g_{00}=-i\pi\rho/A_\Lambda$, neglecting the ripple and terms of order $E/D$, and define $\tilde\Delta=\pi\tilde V^2\rho/A_\Lambda$. The determinant of $E-h$ with the $d$ site is that of the chain times $E-\tilde V^2g_{00}$, so the added density of states per spin is $-\pi^{-1}{\rm Im}\,\partial_E\ln(E+i\tilde\Delta)$, a Lorentzian with $\tilde\rho=1/\pi\tilde\Delta$ at $E=0$. A mode at $x=E/T$ with occupation $f$ has entropy $s$ with $s'=-xf(1-f)$, so by parts $\int s\,dx=\int x^2f(1-f)\,dx=\pi^2/3$, and $\int f(1-f)\,dx=1$. Two spins give $S=2\pi^2\tilde\rho T/3$ and $\langle S_z^2\rangle=\langle Q^2\rangle/4=2\cdot\tfrac14\tilde\rho T$.

Add $-hS_z-\mu Q$. All levels of spin $\sigma=\pm1$ shift by $-(\mu+\sigma h/2)$, so $\langle n_\sigma-\tfrac12\rangle=\tilde\rho(\mu+\sigma h/2)$ and
$$\delta\Omega=\tilde U\tilde\rho^2(\mu+\tfrac h2)(\mu-\tfrac h2)=\tilde U\tilde\rho^2(\mu^2-\tfrac{h^2}4).$$
This vanishes at $\mu=h=0$, leaving $\gamma$ unchanged. With $\chi_s=-\partial_h^2\Omega$ and $\chi_c=-\tfrac14\partial^2_\mu\Omega$,
$$\gamma=\tfrac{2\pi^2}3\tilde\rho,\qquad \chi_{s}=\tfrac12\tilde\rho(1+\tilde U\tilde\rho),\qquad\chi_c=\tfrac12\tilde\rho(1-\tilde U\tilde\rho).$$
Then $\chi_s+\chi_c=\tilde\rho$, and
$$R=\frac{4\pi^2\chi_s}{3\gamma}=\frac{2\chi_s}{\tilde\rho}=1+\tilde U\tilde\rho=\frac{2}{1+\chi_c/\chi_s}.$$
$R=2$ is therefore the statement $\chi_c\ll\chi_s$. A heuristic argument says why it holds: the impurity has no charge to fluctuate, and a shift of $\mu$ alters a flat band by moving its edges, a relative change $\mu/D$, so $\chi_c\sim1/D$ while $\chi_s\sim1/T_K$. This is not a proof; the NRG supplies the evidence. For $R=2$, $\gamma T_K=(4\pi^2\chi_s/6)/(4\chi_s)=\pi^2/6$.

## Worked example

Take $\Lambda=3$, $g=0.10$, so $J=1.09861\times0.10\times2D=0.21972\,D$, and use $N=34$ with $\omega_{34}=8.9415\times10^{-9}D$. Six shells reduce $\omega_N$ by 27, so each difference carries the factor $1-\tfrac1{27}=0.96296$.

The particle level moves by $0.7999504-0.8000441=-9.37\times10^{-5}$. Solving the level equation for this shift gives $\tilde V=5.1675\times10^{-3}D$ and $w=1.2162\times10^{-4}$; the linear formula agrees, $1.2162\times10^{-4}\times0.8000\times0.96296=9.37\times10^{-5}$. Hence
$$\tilde\Delta=\pi(5.1675\times10^{-3})^2(0.45512)\,D=3.8180\times10^{-5}D,\qquad \pi\tilde\Delta=1.1995\times10^{-4}D .$$
The pair energies are $1.6000993-2(0.7999504)=1.985\times10^{-4}$ at $N=34$ and $1.6000956-2(0.8000441)=0.074\times10^{-4}$ at $N=40$. With $w^2/\omega_{34}=1.6542/D$,
$$\tilde U=\frac{1.911\times10^{-4}}{1.6542\times0.96296}\,D=1.200\times10^{-4}D,\qquad R=1+\frac{1.200}{1.1995}=2.000 .$$
The triplet gives $1.5997024-2(0.7999504)=-1.984\times10^{-4}$, of opposite sign as predicted, and the same $\tilde U$. Then $\gamma=5.486\times10^4/D$, $\chi_s=8.338\times10^3/D$ and $T_K=1/(4\times8338)\,D=3.00\times10^{-5}D$, or $0.35$ K for a model half-width $D=1$ eV.

The thermal road uses neither $\tilde V$ nor $\tilde U$. It forms $[X(N)-X(N+6)]/(T_N-T_{N+6})$ for $X=S,\ T\chi_s,\ T\chi_c$, in which the even–odd term cancels, and averages $N=34$ and 35. It gives $\gamma=5.474\times10^4/D$ and $\chi_s=8.333\times10^3/D$, below the level values by $0.2\%$ and $0.06\%$, with $R=2.003$, $\chi_c/\chi_s=-0.0003$ and, with $T_K$ taken from the levels, $\gamma T_K=1.641$ against $\pi^2/6=1.645$. This sum involves the whole spectrum, so it tests the two-parameter form. The thermal $R$ and $\chi_c/\chi_s$ are the same at $g=0.15$, although $T_K/D$ grows to $1.15\times10^{-3}$, so these small offsets do not scale with $T_K/D$; they come from truncation. At $g=0.15$, lowering the cut to $E_{\rm cut}=9.5$ with a cap of 300 states moves them to $R=2.020$ and $\chi_c/\chi_s=-0.0018$, while raising $\bar\beta$ to $1.0$ at the original cut, which weights the discarded states less, gives $R=2.0001$. The level road gives $1.9994$ at $g=0.15$. This departure comes from the band term $0.75\,z/D^2$ dropped from $g_{00}$ and derived in the next paragraph. That term multiplies the added density by $1-0.75\tilde V^2/D^2$ and leaves the local density on $d$ at $E=0$ unchanged, so $R=1+\tilde U\tilde\rho/(1-0.75\tilde V^2/D^2)$. With $\tilde V=0.031953\,D$ the denominator is $0.99923$, which raises $\tilde U\tilde\rho=0.9994$ by $0.0008$ and gives $R=2.0001$ to within one unit in the last digit, the thermal value at $\bar\beta=1.0$. At $g=0.10$ the correction is $2\times10^{-5}$.

The control is a resonant level with $\Delta=0.02D$ and $V=0.11827D$. The same analysis returns $\tilde V=0.11827D$, $|\tilde U|\approx10^{-9}D$, $\chi_c=\chi_s$ and $R=1.000$ (levels), $1.001$ (thermal), so the method does not produce 2 by construction. Here the thermal $\gamma=103.4/D$ is $1.3\%$ below the level value $104.7/D$. The neglected band term accounts for most of this. The terms $m<0$ added when the sum for $g_{00}$ was extended to all integers must be removed; each is $y/\xi_m$ for $y\ll D$, so $g_{00}(z)$ gains $\frac2D\frac{1-\Lambda^{-1}}{1+\Lambda^{-1}}\sum_{m<0}z/\xi_m=4\Lambda^{-1}z/[(1+\Lambda^{-1})^2D^2]=0.75\,z/D^2$. This multiplies the added density by $1-0.75V^2/D^2=0.9895$. The remaining $0.2\%$ is truncation error: the same differences formed from the exact one-particle levels give $\gamma=103.63/D$, against $104.72\times0.9895/D=103.62/D$, and $R=0.9999$.

The two Kondo runs give $\ln[T_K(0.15)/T_K(0.10)]=3.644$. The one-loop law gives $1/0.10-1/0.15=3.333$. The two-loop law, $dg/dl=g^2-g^3/2$, taken as known and not derived here, integrates through $1/[g^2(1-g/2)]\approx1/g^2+1/2g$ to $\ln T_K=-1/g+\tfrac12\ln g+{\rm const}$ and gives $3.536$. The check requires agreement within $0.15$; that the remainder $0.108$ is a term of order $g$ is a conjecture.

## Where the results fail

When $T_K$ approaches $D$ there is no window for $\ln 2$, the argument for small $\chi_c$ lapses, and the $E/D$ terms dropped from $g_{00}$ spoil $R=1+\tilde U\tilde\rho$. For $J<0$ the one-loop flow $1/g(l)=1/g-l$ drives $|g|$ to zero and the local moment survives. Without particle–hole symmetry a level term for $d$ is allowed, $\langle n_\sigma-\tfrac12\rangle$ no longer vanishes, and particle and hole levels must be fitted separately. Larger $\Lambda$ improves the truncation ratio $\sqrt\Lambda E_{\rm cut}$ but raises the ripple $4e^{-\pi^2/\ln\Lambda}$, and $\Lambda\to1$ returns the naive chain. The analysis shell must satisfy $\omega_N\ll T_K$ for first order to hold, yet leave level shifts well above rounding error; the example has $\omega_{34}/T_K=3\times10^{-4}$. The numerical check printed below asserts the comparisons called tests above. It runs only $E_{\rm cut}=11.7$, a cap of 400 states and $\bar\beta=0.7$; the values quoted for other cuts, caps and $\bar\beta$, the cuts under the cap, the exact resonant-level differences and the Bethe-ansatz entropies are not part of it.

## Computed values

```
Lambda=3.0, E_cut=11.7, N_keep=400, beta_bar=0.7, A_Lambda=1.09861
t_0..t_3 (D): 0.55470 0.34937 0.21448 0.12675; Lanczos dev 2e-16
chain density -Im g00(1e-6 i)/pi = 0.45518 1/D, rho/A = 0.45512 1/D
recursion vs exact diagonalization, J=0.7 D, 512 levels: max dev 4e-14
free chain, 31 sites, levels (om_N): 0.0000 1.6958 5.1961
free chain, 32 sites, levels (om_N): 0.8000 2.9975 9.0000
g=0.01 N=12: 88 levels below 4.8 om_N match chain x spin, max dev 0.028
g=0.01 N=13: 120 levels below 4.8 om_N match chain x spin, max dev 0.031
g_eff(10)=0.010590, g_eff(12)=0.010714, drop of 1/g=1.0924, ln Lambda=1.0986
g=0.01 N=12: S_imp=0.6911 (ln2=0.6931), T chi_imp=0.2472
resonant level Delta=0.02 D, V=0.11827 D: truncated vs exact thermal sums, dev 2.7e-03
[RL] N=20: om=1.9555e-05 D, E_p=0.7996459, E_pp=1.5992918, E_S1=1.5992918
[RL] N=26: E_p=0.8000328, E_pp=1.6000656; w(N=20)=5.0754e-04
[RL] V~=1.1827e-01 D, Delta~=2.0000e-02 D, U~=9.3604e-10 D, U~ from S=1: -9.3609e-10 D
[RL] levels : gamma=1.0472e+02, chi_s=7.9577e+00 1/D, R=1.0000
[RL] thermal: gamma=1.0339e+02, chi_s=7.8670e+00 1/D, chi_c/chi_s=1.0000, R=1.0013
Kondo g=0.10: J on chain = 0.21972 D
g=0.10 N=40: 60 levels match chain without site 0, max dev 6.1e-05
g=0.10 N=41: 44 levels match chain without site 0, max dev 2.3e-05
[g=0.10] N=34: om=8.9415e-09 D, E_p=0.7999504, E_pp=1.6000993, E_S1=1.5997024
[g=0.10] N=40: E_p=0.8000441, E_pp=1.6000956; w(N=34)=1.2162e-04
[g=0.10] V~=5.1675e-03 D, Delta~=3.8180e-05 D, U~=1.1996e-04 D, U~ from S=1: 1.1996e-04 D
[g=0.10] levels : gamma=5.4856e+04, chi_s=8.3377e+03 1/D, R=2.0001
[g=0.10] thermal: gamma=5.4740e+04, chi_s=8.3328e+03 1/D, chi_c/chi_s=-0.0003, R=2.0032
g=0.10: T_K=2.9984e-05 D = 0.3480 K for D=1 eV; gamma T_K=1.6414
g=0.10: S_imp(N=8, T/T_K=679)=0.6851, S_imp(N=40)=-0.0001
Kondo g=0.15: J on chain = 0.32958 D
g=0.15 N=34: 60 levels match chain without site 0, max dev 4.3e-05
g=0.15 N=35: 44 levels match chain without site 0, max dev 1.6e-05
[g=0.15] N=28: om=2.4142e-07 D, E_p=0.7999791, E_pp=1.6000981, E_S1=1.5998181
[g=0.15] N=34: E_p=0.8000452, E_pp=1.6000955; w(N=28)=8.5883e-05
[g=0.15] V~=3.1953e-02 D, Delta~=1.4599e-03 D, U~=4.5834e-03 D, U~ from S=1: 4.5833e-03 D
[g=0.15] levels : gamma=1.4347e+03, chi_s=2.1797e+02 1/D, R=1.9994
[g=0.15] thermal: gamma=1.4305e+03, chi_s=2.1776e+02 1/D, chi_c/chi_s=-0.0003, R=2.0032
g=0.15: T_K=1.1469e-03 D = 13.3096 K for D=1 eV; gamma T_K=1.6407
pi^2/6 = 1.6449 (gamma T_K for R=2)
T/T_K=1000: g=0.10 S=0.6856 Tchi=0.2144
T/T_K=100: g=0.10 S=0.6786 Tchi=0.2000
T/T_K=10: g=0.10 S=0.6492 Tchi=0.1707 | g=0.15 S=0.6487 Tchi=0.1707
T/T_K=3: g=0.10 S=0.6012 Tchi=0.1426 | g=0.15 S=0.6011 Tchi=0.1426
T/T_K=1: g=0.10 S=0.5056 Tchi=0.1053 | g=0.15 S=0.5056 Tchi=0.1053
T/T_K=0.3: g=0.10 S=0.3250 Tchi=0.0578 | g=0.15 S=0.3250 Tchi=0.0578
T/T_K=0.1: g=0.10 S=0.1553 Tchi=0.0249 | g=0.15 S=0.1553 Tchi=0.0248
T/T_K=0.01: g=0.10 S=0.0175 Tchi=0.0027 | g=0.15 S=0.0175 Tchi=0.0027
ln(T_K ratio): NRG 3.6442, one loop 3.3333, two loop 3.5361
```
